# The split-valence second zeta and the finite range of its difference function

Take an s orbital with the Gaussian radial function \(R_1(r)=A\,e^{-\alpha r^2}\), where \(A,\alpha>0\). It extends to infinity. Choose a radius \(r_m\), keep \(R_1\) outside it, and replace it inside by the parabola \(a-br^2\) that joins on with equal value and slope. The slope condition is

\[
-2\alpha r_m A e^{-\alpha r_m^2}=-2br_m ,
\]

so \(b=\alpha A e^{-\alpha r_m^2}\). The value condition \(a-br_m^2=Ae^{-\alpha r_m^2}\) then gives \(a=(1+\alpha r_m^2)Ae^{-\alpha r_m^2}\). Call the new function \(R_2\). For \(r<r_m\) the difference is

\[
R_1-R_2=A e^{-\alpha r_m^2}\left[e^{x}-1-x\right],\qquad x=\alpha(r_m^2-r^2)>0 ,
\]

and for \(r\ge r_m\) it is zero, because there the two functions are the same. Since \(e^x>1+x\) for \(x\neq0\), the difference is positive everywhere inside \(r_m\). Two functions of infinite range have produced one of finite range. The bracket also shows how: in the variable \(r^2\) the parabola is a straight line, tangent to the convex curve \(A\,e^{-\alpha r^2}\) at the matching point.

The same construction supplies a second radial function, or second zeta, for a numerical atomic orbital. Let the first zeta be \(R_1(r)Y_{lm}\), with \(R_1\) real, continuous and zero for \(r\ge r_c\), where \(r_c\) is a finite cutoff radius. Let \(R_1\) be smooth and positive for \(0<r<r_c\), and normalized,

\[
\int_0^{r_c}R_1^2\,r^2\,dr=1 .
\]

The matching radius is fixed by a number \(S\), the split norm, with \(0<S<1\). It is defined here as the norm carried by the tail of \(R_1\):

\[
N(r_m)=S,\qquad N(x)=\int_x^{r_c}R_1^2\,r^2\,dr .
\]

This fixes \(r_m\) uniquely. Differentiating with respect to the lower limit gives \(N'(x)=-x^2R_1(x)^2\), which is negative for \(0<x<r_c\). Thus \(N\) falls continuously and strictly from \(N(0)=1\) to \(N(r_c)=0\), and takes the value \(S\) once. Because \(S\) is neither 0 nor 1, the root obeys \(0<r_m<r_c\). The strict inequality on the right will carry over to the ranges.

For general \(l\) the second zeta is

\[
R_2(r)=\begin{cases} r^l(a-br^2), & r<r_m,\\ R_1(r), & r\ge r_m .\end{cases}
\]

The factor \(r^l\) makes the orbital regular at the nucleus: \(r^lY_{lm}\) is a polynomial in the Cartesian coordinates, and so is its product with \(r^2\). Write \(f=R_1(r_m)\) and \(f'=R_1'(r_m)\). Continuity of value and slope requires

\[
a r_m^l-b r_m^{l+2}=f,\qquad
l a r_m^{l-1}-(l+2)b r_m^{l+1}=f' .
\]

Multiply the second equation by \(r_m\), and subtract it from \(l\) times the first. The terms in \(a\) cancel, leaving

\[
\left[-l+(l+2)\right]b r_m^{l+2}=lf-r_mf' ,
\]

so that

\[
b=\frac{lf-r_mf'}{2r_m^{l+2}} .
\]

Putting this into the first equation gives \(ar_m^l=f+\tfrac12(lf-r_mf')\), or

\[
a=\frac{(l+2)f-r_mf'}{2r_m^l} .
\]

The determinant of the two original equations is \(-(l+2)r_m^{2l+1}+l\,r_m^{2l+1}=-2r_m^{2l+1}\). It does not vanish, so the matching has one solution for every \(l\) and every \(r_m>0\).

Now define the difference function

\[
\chi(r)=R_1(r)-R_2(r).
\]

For \(r\ge r_m\) it is zero by the definition of \(R_2\). Its range is therefore at most \(r_m\), which is strictly less than \(r_c\). This conclusion needs no property of the potential that produced \(R_1\). It concerns \(\chi\), however, and not \(R_2\), which keeps the tail of \(R_1\) and reaches out to \(r_c\) as well.

Using \(\chi\) in place of \(R_2\) costs nothing in variational freedom, because

\[
c_1R_1+c_2R_2=(c_1+c_2)R_1-c_2\chi .
\]

Every combination of one pair is a combination of the other, and conversely. The two bases give the same variational energies, while \(\chi\) has the shorter range. It may be multiplied by a constant afterwards to normalize it.

Normalizing \(R_2\) before the subtraction is different. If \(R_2\) is replaced by \(cR_2\), the difference outside \(r_m\) is \((1-c)R_1\), with norm \((1-c)^2S\). Unless \(c=1\), the tail survives and the range is again \(r_c\).

It remains to ask whether \(\chi\) really fills the sphere of radius \(r_m\), or could vanish in part or all of it. Write \(R_1=r^lg(r)\), introduce \(s=r^2\), and let \(G(s)=g(r)\). A prime on \(G\) means a derivative with respect to \(s\), so \(g'(r)=2rG'(s)\). From \(R_1'=r^lg'+lR_1/r\) we have \(r_mf'=r_m^{l+1}g'(r_m)+lf\). Inserting this in the two coefficients, with \(s_m=r_m^2\), gives

\[
b=-\frac{g'(r_m)}{2r_m}=-G'(s_m),
\]

\[
a=g(r_m)-\tfrac12r_mg'(r_m)=G(s_m)-s_mG'(s_m).
\]

Hence \(a-bs=G(s_m)+G'(s_m)(s-s_m)\), the tangent to \(G\) at \(s_m\), as in the Gaussian case. What remains after subtracting a tangent follows from an integration by parts:

\[
\int_s^{s_m}(t-s)G''(t)\,dt=(s_m-s)G'(s_m)-G(s_m)+G(s).
\]

The right side is \(G(s)\) minus its tangent. Therefore, for \(r<r_m\),

\[
\chi(r)=r^l\int_{r^2}^{r_m^2}(t-r^2)\,G''(t)\,dt .
\]

The weight \(t-r^2\) is positive inside the interval. If \(G\) is strictly convex, meaning here \(G''>0\), then \(\chi\) is positive for all \(0<r<r_m\), and its range is equal to \(r_m\).

Convexity can be derived for a broad class of orbitals. Let \(R_1\) be the nodeless solution, with energy \(E\), in a potential \(V(r)\) enclosed by a hard wall at \(r_c\). In Hartree atomic units,

\[
-\frac12\left[R_1''+\frac2rR_1'-\frac{l(l+1)}{r^2}R_1\right]+VR_1=ER_1 .
\]

Assume that \(V\) is a smooth function of \(s\), finite at the origin, and that it nowhere decreases with \(r\). A bare Coulomb potential is outside these assumptions; a smeared ionic charge can satisfy them.

Substitute \(R_1=r^lg\). The terms in \(g/r^2\) have the coefficient \(l(l-1)+2l-l(l+1)=0\), and the terms in \(g'/r\) have the coefficient \(2l+2\). Thus

\[
g''+\frac{2l+2}{r}g'=2(V-E)g .
\]

With \(g'=2rG'\) and \(g''=2G'+4sG''\), this becomes

\[
4sG''+(4l+6)G'=2(V-E)G .
\]

The left side equals \(4s^{-l-1/2}\,(s^{l+3/2}G')'\), so

\[
\left(s^{l+3/2}G'\right)'=\tfrac12 s^{l+1/2}(V-E)G .
\]

First we show that \(G'<0\). The quantity \(s^{l+3/2}G'\) vanishes at \(s=0\). If \(V\ge E\) held everywhere, it could never become negative, and \(G\) could not fall to zero at the wall. So \(V<E\) near the origin, and since \(V\) does not decrease, the region \(V<E\) is a single interval starting there. Within it the right side is negative, and integration from \(s=0\) gives \(G'<0\).

If this interval ends before the wall, \(V\ge E\) in the rest, and there \(s^{l+3/2}G'\) does not decrease on the way out. At the wall, \(s_c=r_c^2\), it is negative: \(G\) reaches zero from above, so \(G'(s_c)\le0\), and \(G'(s_c)=0\) together with \(G(s_c)=0\) would make the solution zero everywhere. A quantity that does not decrease and ends negative was negative throughout. So \(G'<0\) for all \(0<s\le s_c\).

Next comes the second derivative. Differentiating the equation for \(G\) with respect to \(s\), and writing \(V_s=dV/ds=V'(r)/(2r)\ge0\), gives

\[
4sG'''+(4l+10)G''=2(V-E)G'+2V_sG .
\]

The left side is \(4s^{-l-3/2}(s^{l+5/2}G'')'\). Hence

\[
\left(s^{l+5/2}G''\right)'=\tfrac12s^{l+3/2}\left[(V-E)G'+V_sG\right].
\]

Where \(V<E\), the first term in the bracket is a product of two negative factors and the second is not negative. Integration from the origin gives \(G''>0\). Where \(V\ge E\), the undifferentiated equation gives the result directly:

\[
G''=\frac{(V-E)G-(2l+3)G'}{2s}>0 ,
\]

because \(G'<0\). So \(G\) is strictly convex up to the wall, and \(\chi\) is positive throughout \(0<r<r_m\).

Two further facts follow. Since \(b=-G'(s_m)>0\), the function \(a-br^2\) decreases from the centre to the positive value \(G(s_m)\), so \(R_2\) has no node. And since a tangent lies below a strictly convex curve, \(0<R_2<R_1\) inside \(r_m\). The norm of \(R_2\) is therefore between \(S\) and 1.

The condition on \(V\) is sufficient for \(\chi\) to be positive, but not necessary, and the cutoff does not depend on it. When it fails the sign is no longer guaranteed: a weak repulsive core can leave \(\chi\) positive, and a strong one need not. A repulsive core can make \(V>E\) at the centre. Then \(s^{l+3/2}G'\) starts by growing from zero, and \(G\) rises before it falls. An orbital that is small at the centre may lie below the tangent drawn from its tail, which makes \(\chi\) negative there.

The behaviour at the edge shows what the slope condition achieves. Close to \(r_m\) on the inner side, the remainder integral is \(\tfrac12G''(s_m)(s_m-s)^2\) to leading order, and \(s_m-s\approx2r_m(r_m-r)\). Therefore

\[
\chi(r)\approx2r_m^{l+2}G''(s_m)(r_m-r)^2 .
\]

Value and slope go to zero together. The second derivative jumps, from \(4r_m^{l+2}G''(s_m)\) inside to zero outside. If a kinetic-energy integral is evaluated by applying the kinetic operator point by point to a function, a finite jump in its second derivative is harmless. A jump in its slope is not, whenever the other function in the integral is nonzero at the kink. To see this, let \(r^lq(r)\) be any function that is continuous, smooth inside \(r_m\), and zero outside. Integration by parts gives

\[
-\frac12\int_0^{r_m}g\,(r^{2l+2}q')'\,dr
=\frac12\int_0^{r_m}r^{2l+2}g'q'\,dr-\frac12r_m^{2l+2}g(r_m)q'(r_m^-).
\]

The left side is the kinetic operator applied at each point inside the sphere; the first term on the right is the full kinetic matrix element with \(R_1\). They differ by a surface term, which comes from the delta function that the kinetic operator produces at a kink. For \(\chi\) the slope \(q'(r_m^-)\) is zero and the term is absent. Had we matched the value alone, with a constant \(a\) and \(b=0\), we would have \(q'=g'\), and the full element would contain the surface contribution \(\tfrac12r_m^{2l+2}g(r_m)g'(r_m)\), which the point-by-point evaluation misses. Moreover, \(R_1\) itself has a kink at the hard wall, and \(R_2\) inherits it. The difference \(\chi\) does not, since it is already zero there.

For numbers, take a model ion with a smeared charge,

\[
V(r)=-\frac{Z\,\mathrm{erf}(r/w)}{r},
\]

with \(Z=2\), \(w=1\) bohr, \(r_c=6\) bohr and \(S=0.15\). This potential is finite at the origin and rises steadily with \(r\), so the convexity result applies. The radial equation is integrated numerically outward from the origin, and \(E\) is adjusted until \(g\) first vanishes at \(r_c\). The norm integrals are done by Gaussian quadrature, and \(r_m\) is found as the root of \(N(r_m)=S\).

For \(l=1\) this gives \(E=-0.443\) hartree and \(r_m=3.638\) bohr (1.925 Å), about 61% of \(r_c\). At that radius \(f=0.1239\) bohr\(^{-3/2}\) and \(f'=-0.0906\) bohr\(^{-5/2}\), so \(r_mf'=-0.330\) bohr\(^{-3/2}\). The coefficients are

\[
a=\frac{3(0.1239)+0.330}{2(3.638)}=0.0964\ \text{bohr}^{-5/2},
\]

\[
b=\frac{0.1239+0.330}{2(3.638)^3}=0.00471\ \text{bohr}^{-9/2}.
\]

At \(r=2\) bohr, for example, \(R_2=2(0.0964-4\times0.00471)=0.155\) bohr\(^{-3/2}\), while \(R_1=0.313\), which leaves \(\chi=0.158\). Other values, with \(r\) in bohr and the functions in bohr\(^{-3/2}\), are:

| \(r\) | \(R_1\) | \(R_2\) | \(\chi\) |
|---|---|---|---|
| 0.5 | 0.213 | 0.048 | 0.165 |
| 1 | 0.334 | 0.092 | 0.242 |
| 3 | 0.190 | 0.162 | 0.028 |
| 4 | 0.094 | 0.094 | 0 |
| 5 | 0.035 | 0.035 | 0 |

The norm of \(\chi\) is 0.165 here. It is not the split norm, although the two happen to be close; for \(l=0\) it is 0.098 with the same \(S\). The norm of \(R_2\) is 0.516. Normalizing \(R_2\) first would mean \(c=1/\sqrt{0.516}=1.39\), and the subtraction would leave a tail of norm \((0.39)^2\times0.15=0.023\) extending to \(r_c\). Matching the value alone would produce a kinetic surface term of \(-0.102\) hartree in the element between \(R_1\) and the unnormalized difference.

A larger split norm moves the matching point inward. For \(S=0.05\), 0.15 and 0.30 the \(l=1\) radius is 4.33, 3.64 and 3.06 bohr. In the limit \(S\to0\), \(r_m\to r_c\) and the gain in range disappears. In the limit \(S\to1\), \(r_m\to0\), and \(\chi\) shrinks to a feature at the nucleus that can do little for the valence region. The useful values lie between, and the derivation does not single out one of them.

The shorter range is felt between atoms. Two functions centred a distance \(D\) apart have no common region once \(D\) reaches the sum of their ranges. Their overlap and their matrix elements of the kinetic energy and of any local potential then vanish. A nonlocal potential can still connect them, if both reach the region where it acts. The limiting distance is \(2r_c\) for two first zetas, \(r_m+r_c\) for \(\chi\) with a first zeta, and \(2r_m\) for two difference functions.

For \(l=0\) the model has \(r_m=2.262\) bohr, so these distances are 12, 8.26 and 4.52 bohr. At \(D=4.57\) bohr, numerical integration in two-centre coordinates gives an overlap of 0.093 between two first zetas and 0.081 between two functions \(R_2\), taken without normalization. Between two difference functions it is zero. At \(D=3.62\) bohr, where their spheres do intersect, the overlap of two normalized difference functions is \(5\times10^{-4}\), against 0.207 for two first zetas.

What the second zeta buys can be seen by changing the ion while keeping the basis. In a combination \(c_1R_1+c_2\chi\), the part outside \(r_m\) is \(c_1R_1\): its amplitude can change but its shape cannot. Inside \(r_m\) the shape can change too. Raise the charge to \(Z=2.5\) and, for \(l=1\), find the lowest energy in each basis from its Hamiltonian and overlap matrices. The function \(R_1\) alone gives \(-0.6613\) hartree, the pair gives \(-0.6712\), and the lowest state in the same box, found by direct integration, has \(-0.6727\). The error relative to that state falls from 0.0114 to 0.0015 hartree, so 87% of it is removed. For \(l=0\) and \(l=2\) the corresponding shares are 77% and 85%. These figures belong to this model and this change of charge. They describe a spherical response; a polarization of the atom needs functions of other \(l\) as well.

Finally, add the repulsive core \(10\,e^{-r^2}\) hartree, with \(r\) in bohr, to the potential with \(Z=2\). At the centre the potential is now positive, far above the \(l=0\) energy of \(-0.426\) hartree, and the convexity argument no longer holds. The matching radius is 4.05 bohr, and \(\chi(0)=-0.274\) bohr\(^{-3/2}\): the parabola lies above the orbital at the nucleus. The difference is negative out to about 2.0 bohr and positive from there to \(r_m\), so it now has a node. It still vanishes beyond \(r_m\), because that follows from the construction alone.

Numbers in the example were calculated in double precision.
